\section*{Canonical purification: a cubic map that conserves the electron number}

\section{Three answers from one starting matrix}

A model ring of 60 sites holds 10 electrons of one spin. Nearest neighbours are coupled by a hopping element of $-1$~eV. Every sixth site has energy $-2$~eV and the others have energy zero. A trial density matrix with trace 10 is built from the Hamiltonian and then improved by applying a cubic polynomial to it again and again. The polynomial contains one parameter $c$, and the outcome depends strongly on how $c$ is treated:

\begin{center}
\begin{tabular}{lc}
treatment of $c$ & final electron number\\
$c=1/2$ throughout & 0\\
$c$ computed once, then frozen & 20\\
$c$ recomputed at every step & 10
\end{tabular}
\end{center}

All three runs end in an idempotent matrix, but only the third has the right number of electrons. The rule behind it is
\begin{equation}
c=\frac{\mathrm{Tr}(P^2-P^3)}{\mathrm{Tr}(P-P^2)} .
\label{c}
\end{equation}
These notes derive this rule and the cubic that goes with it, which together form the canonical purification of Palser and Manolopoulos. They then show that the iteration reaches the ground-state density matrix when there is a gap.

\section{Setting and conventions}

Let $H$ be a fixed real symmetric one-electron Hamiltonian in an orthonormal basis of $M$ functions, with levels $\varepsilon_1\le\dots\le\varepsilon_M$. We fill $N$ orbitals, $0<N<M$, with one electron each; a closed-shell system has two such spin channels. Unless stated otherwise there is a gap, $\varepsilon_N<\varepsilon_{N+1}$. The matrix sought is the projector on the $N$ lowest orbitals. It satisfies $P^2=P$ and $\mathrm{Tr}\,P=N$.

Every iterate will be a polynomial in $H$. It therefore has the eigenvectors of $H$, and only its eigenvalues, the occupations $x_i$, change. If $P'=f(P)$, then $x_i'=f(x_i)$. No eigenvectors need to be computed: the work consists of matrix products, two per step for $P^2$ and $P^3$. If the matrices are sparse, with a bounded number of retained elements per row, the cost of these products grows linearly with $M$.

\section{The cubic and its unstable fixed point}

We want a map that pushes occupations towards 0 or 1. Both values must be fixed points, and a third fixed point $c$ between them should separate the occupations that fall from those that rise. For a cubic $f$, the difference $f(x)-x$ is a polynomial of degree three that vanishes at $0$, $c$ and $1$. It must be a multiple of $x(1-x)(x-c)$:
\begin{equation}
f(x)=x+a\,x(1-x)(x-c).
\label{f}
\end{equation}
We take $a>0$, so that occupations above $c$ rise and those below $c$ fall. Since $x(1-x)(x-c)=-x^3+(1+c)x^2-cx$, the slope is
\begin{equation}
f'(x)=1+a\left[-3x^2+2(1+c)x-c\right],
\label{slope}
\end{equation}
and at the fixed points
\begin{align}
f'(0)&=1-ac,\nonumber\\
f'(1)&=1+a(-3+2+2c-c)=1-a(1-c),\label{ends}\\
f'(c)&=1+a(-3c^2+2c+2c^2-c)=1+ac(1-c).\nonumber
\end{align}
For $0<c<1$ the last slope exceeds 1. A small distance from $c$ grows, so $c$ is an unstable fixed point.

\section{Conservation of the trace fixes $c$}

Insert the matrix $P$ in Eq.~(\ref{f}) and take the trace. Because
\begin{equation}
P(1-P)(P-c)=(P-P^2)(P-c)=P^2-P^3-c\,(P-P^2),
\end{equation}
the change of the electron number in one step is
\begin{equation}
\mathrm{Tr}\,f(P)-\mathrm{Tr}\,P
=a\left[\mathrm{Tr}(P^2-P^3)-c\,\mathrm{Tr}(P-P^2)\right].
\label{trace}
\end{equation}
If $\mathrm{Tr}(P-P^2)\neq0$ and $a\neq0$, the change vanishes for one value of $c$, that of Eq.~(\ref{c}). This is an identity: it does not require $P$ to be nearly idempotent, and it holds whatever the value of $a$. In exact arithmetic the electron number is conserved exactly.

To see where $c$ lies, write $w_i=x_i(1-x_i)$. Then $\mathrm{Tr}(P-P^2)=\sum_i w_i$ and $\mathrm{Tr}(P^2-P^3)=\sum_i w_ix_i$, so that
\begin{equation}
c=\frac{\sum_i w_i x_i}{\sum_i w_i}.
\label{mean}
\end{equation}
For occupations in $[0,1]$ the weights are nonnegative, and they are positive only for fractional occupations. Thus $c$ is a weighted mean of the fractional occupations, and $0<c<1$ as long as there are any. If there are none, $P$ is already idempotent and the iteration stops.

The condition has a simple meaning. A step moves charge out of orbitals with $x_i<c$ and into orbitals with $x_i>c$. The dividing line is placed where the loss and the gain balance.

\section{Choosing the strength $a$}

A large $a$ separates the occupations quickly, but it must not carry them out of $[0,1]$ or interchange their order. Both are avoided if $f$ is increasing on $[0,1]$, since $f(0)=0$ and $f(1)=1$. The slope (\ref{slope}) is a parabola that opens downwards, so its minimum on the interval lies at an end. By Eq.~(\ref{ends}) the slope is nonnegative throughout if and only if $a\le1/c$ and $a\le1/(1-c)$. The largest permitted value is
\begin{equation}
a=\frac{1}{\max(c,1-c)},\qquad 1<a\le2 .
\label{a}
\end{equation}
Inside the interval the slope is then strictly positive, because a parabola of this kind lies above the chord joining its end values. Different occupations therefore stay different.

For $c\ge1/2$ we have $a=1/c$, and
\begin{equation}
P'=P+\frac{(1+c)P^2-P^3-cP}{c}=\frac{(1+c)P^2-P^3}{c}.
\label{high}
\end{equation}
For $c<1/2$ we have $a=1/(1-c)$, and
\begin{align}
P'&=P+\frac{(1+c)P^2-P^3-cP}{1-c}\nonumber\\
&=\frac{(1-2c)P+(1+c)P^2-P^3}{1-c}.
\label{low}
\end{align}
At $c=1/2$ both become McWeeny's polynomial $3P^2-2P^3$.

The two branches are related by exchanging electrons and holes. With $y=1-x$, Eq.~(\ref{f}) gives
\begin{equation}
1-f(1-y)=y-a(1-y)y(1-y-c)=y+a\,y(1-y)\left[y-(1-c)\right].
\label{hole}
\end{equation}
Holes thus obey the same map with $c$ replaced by $1-c$, and $a$ is unchanged by this replacement.

\section{One step by hand}

Take one electron with occupations $0.7$, $0.2$ and $0.1$. The weights are $0.21$, $0.16$ and $0.09$, with sum $0.46$. The numerator of $c$ is $0.147+0.032+0.009=0.188$, so $c=0.188/0.46=0.4087$. This is below one half, hence $a=1/(1-0.4087)=1.6912$. Equation~(\ref{f}) gives
\begin{align*}
0.7+1.6912\times0.21\times(0.7-0.4087)&=0.8035,\\
0.2+1.6912\times0.16\times(0.2-0.4087)&=0.1435,\\
0.1+1.6912\times0.09\times(0.1-0.4087)&=0.0530.
\end{align*}
The sum is still 1. The largest occupation has gained what the other two have lost.

\section{The starting matrix}

The first matrix must have trace $N$, occupations in $[0,1]$, and larger occupations for lower levels. A linear function of $H$ suffices:
\begin{equation}
P_0=\frac{N}{M}\,1+\frac{\lambda}{M}(\mu\,1-H),\qquad \mu=\frac{\mathrm{Tr}\,H}{M}.
\label{start}
\end{equation}
The second term is traceless by the choice of $\mu$, so $\mathrm{Tr}\,P_0=N$. The occupations are $x_i=[N+\lambda(\mu-\varepsilon_i)]/M$. Let $H_{\min}$ and $H_{\max}$ be lower and upper bounds on the spectrum. Then $x_i\ge0$ is ensured by $\lambda(H_{\max}-\mu)\le N$, and $x_i\le1$ by $\lambda(\mu-H_{\min})\le M-N$. We take the largest $\lambda$ that meets both conditions:
\begin{equation}
\lambda=\min\left[\frac{N}{H_{\max}-\mu},\ \frac{M-N}{\mu-H_{\min}}\right].
\end{equation}
Since the levels are not all equal, their mean $\mu$ lies strictly between the bounds and $\lambda>0$.

Bounds follow from the matrix elements alone. Let $v$ be an eigenvector with eigenvalue $\varepsilon$, and let $v_i$ be its component of largest magnitude. Row $i$ of $Hv=\varepsilon v$ gives $|\varepsilon-H_{ii}|\,|v_i|\le\sum_{j\ne i}|H_{ij}|\,|v_j|$. Dividing by $|v_i|$ yields $|\varepsilon-H_{ii}|\le\sum_{j\neq i}|H_{ij}|$, which is Gershgorin's bound.

In the ring each site has two neighbours, so $H_{\min}=-2-2=-4$~eV and $H_{\max}=0+2=2$~eV. Ten sites of energy $-2$~eV among 60 give $\mu=-0.3333$~eV. The two candidates for $\lambda$ are $10/2.3333=4.286$ and $50/3.6667=13.64$ per eV, and the smaller is taken. The starting occupations run from $0.011$ to $0.346$.

This explains the table at the beginning. With a fixed $c$, an occupation between $c$ and 1 rises at every step and stays below 1. It must converge, and its limit must be a fixed point, hence 1. In the same way an occupation below $c$ goes to 0. The final trace therefore counts the starting occupations above $c$. None exceeds $1/2$, so McWeeny's map empties the ring. The first value from Eq.~(\ref{c}) is $c=0.2336$. Freezing it gives 20 electrons, which means that twenty starting occupations lie above it. Equation~(\ref{trace}) protects the trace in the first step, but the occupations then change and $c$ must follow them.

\section{The iteration at work}

With $c$ recomputed, the run gives the following values, where $D=\mathrm{Tr}(P-P^2)$ measures the departure from idempotency and $E=\mathrm{Tr}(PH)$ is the energy.

\begin{center}
\begin{tabular}{rccccc}
step & $c$ & $D$ & $E$ (eV) & $x_N$ & $x_{N+1}$\\
0 & 0.234 & 7.55 & $-14.29$ & 0.344 & 0.267\\
3 & 0.292 & 6.75 & $-18.40$ & 0.465 & 0.286\\
6 & 0.408 & 4.62 & $-23.69$ & 0.691 & 0.244\\
9 & 0.502 & 0.525 & $-27.96$ & 0.969 & 0.043\\
11 & 0.500 & $5.1\times10^{-4}$ & $-28.28$ & 1.000 & 0.000\\
12 & 0.500 & $8.7\times10^{-8}$ & $-28.28$ & 1.000 & 0.000
\end{tabular}
\end{center}

The trace departs from 10 by at most $7\times10^{-15}$, which is rounding error. After step 13 the matrix agrees with the projector found by diagonalization to about $10^{-15}$ in every element.

The first empty level initially gains charge: $x_{N+1}$ rises from $0.267$ to $0.286$. It starts above $c$, so the map lifts it. Meanwhile $c$ climbs, and at step 3 it stands at $0.292$, above $x_{N+1}$. From then on this occupation falls. The moving fixed point thus ends up between the levels $N$ and $N+1$ although it did not start there.

\section{Why the energy falls}

Let $\delta_i=x_i'-x_i=a\,w_i(x_i-c)$. Trace conservation means $\sum_i\delta_i=0$. Since $f$ preserves order, the occupations never increase with energy. There is therefore an energy $\varepsilon_c$ such that levels with $x_i>c$ lie at or below it and levels with $x_i<c$ lie at or above it. Hence
\begin{equation}
E'-E=\sum_i\varepsilon_i\delta_i=\sum_i(\varepsilon_i-\varepsilon_c)\,\delta_i\le0,
\end{equation}
because the two factors in each term never have the same sign. The energy approaches its final value from above, for fixed $H$ and exact products.

\section{Why the iteration converges}

Trace conservation and a repelling fixed point do not by themselves show that all occupations become 0 or 1. We follow $\mathrm{Tr}\,P^2$. Using $\sum_i\delta_i=0$ to subtract $c$ from $x_i$,
\begin{align}
\mathrm{Tr}\,P'^2-\mathrm{Tr}\,P^2
&=2\sum_i x_i\delta_i+\sum_i\delta_i^2
=2\sum_i(x_i-c)\delta_i+\sum_i\delta_i^2\nonumber\\
&=2a\sum_i w_i(x_i-c)^2+\sum_i\delta_i^2\ \ge0 .
\label{growth}
\end{align}
So $\mathrm{Tr}\,P^2$ never decreases. It cannot exceed $\mathrm{Tr}\,P=N$, so it converges, and $D=N-\mathrm{Tr}\,P^2$ decreases to some limit $D_\infty\ge0$. The increments (\ref{growth}) tend to zero. As $a>1$, the sum $\sum_iw_i(x_i-c)^2$ tends to zero too.

\emph{Case $D_\infty=0$.} Every $w_i$ tends to zero, so each occupation comes close to 0 or 1. Their sum is the integer $N$, so exactly $N$ of them are near 1. Because the order is preserved, these belong to the $N$ lowest levels. The limit is the desired projector.

\emph{Case $D_\infty>0$.} The occupations stay in a bounded region, so they come arbitrarily close to some limiting set of values again and again. In any such set each occupation is 0, 1 or a common $c_*$ with $0<c_*<1$. Let $m$ of them equal 1 and $k$ of them equal $c_*$. The trace gives
\begin{equation}
m+kc_*=N,\qquad 0<N-m<k .
\label{group}
\end{equation}
Hence $m<N<m+k$: the fractional group contains both level $N$ and level $N+1$, and the difference $x_N-x_{N+1}$ must tend to zero. However, $c_*=(N-m)/k$ can take only finitely many values, so at late steps $x_N$, $x_{N+1}$ and $c$ are all close to one of them. There the difference is multiplied at each step by a slope close to
\begin{equation}
f'(c)=1+\frac{c(1-c)}{\max(c,1-c)}=1+\min(c,1-c)>1 .
\end{equation}
The difference was nonzero at the start because of the gap, and it has remained nonzero because $f$ is strictly increasing. It now grows, which contradicts its tending to zero. This case is excluded, and convergence is proved.

\section{The role of the gap}

If level $N$ belongs to a degenerate set that is only partly filled, the argument fails at its last step. Equal occupations stay equal under any function $f$, so the difference is zero from the start. Then $D$ cannot vanish, and the second case applies. Levels of different energy are still driven apart, so the fractional group is the degenerate set itself. As an example take levels at $-2$, three at $-1$, then $0.5$, $1$ and $2$~eV, with $N=2$. Iterating the map on the occupations gives 1 for the lowest level, $1/3$ for each of the three degenerate ones, and 0 for the rest, as Eq.~(\ref{group}) requires with $m=1$ and $k=3$. The electron number is right, but the matrix is an equal-weight ensemble and not a projector. In a matrix calculation, rounding can split the three occupations, and near $c=1/3$ such a splitting grows by a factor of about $4/3$ per step.

A small gap costs steps. The slope (\ref{slope}) is largest at $x=(1+c)/3$, where it equals $1+a(1-c+c^2)/3$. For $c\le1/2$ this is at most $3/2$, because
\begin{equation}
\frac{1-c+c^2}{1-c}\le\frac32
\iff (2c-1)(c+1)\le0 ,
\end{equation}
and Eq.~(\ref{hole}) extends the bound to $c>1/2$. The frontier difference starts at $\Delta_0=\lambda(\varepsilon_{N+1}-\varepsilon_N)/M$ and must approach 1. This takes at least about $\ln(1/\Delta_0)/\ln1.5$ steps. In the ring the gap is $1.08$~eV, so $\Delta_0=4.286\times1.08/60=0.077$ and the estimate is $6.3$. The run takes 13 steps. By the table the difference is $0.08$, $0.18$, $0.45$ and $0.93$ at steps 0, 3, 6 and 9, so up to step 6 it grows by a factor of $1.3$ to $1.4$ per step, below the bound $1.5$. The last four steps only reduce the remaining errors until $D$ falls below the stopping threshold, a stage that the estimate does not count.

The estimate is only a lower bound, and it becomes poor when the filling is far from one half. The slope at the dividing point is $1+\min(c,1-c)$, which is close to 1 while $c$ is near 0 or 1. For 200 evenly spaced levels, started with the exact spectral bounds, the estimate gives 13, 19 and 24 steps for $N=100$, 10 and 1, whereas the iteration needs 18, 39 and 218 steps to reach $D<10^{-9}$. For $N=1$ the starting occupations, and hence $c$, do not exceed $2N/M=0.01$. By Eq.~(\ref{hole}) nearly full filling is equally slow.

\section{The last steps}

Near convergence let the small occupations be $u_i$ and the large ones $1-v_j$. The trace requires $\sum_iu_i=\sum_jv_j=s$. Write $U=\sum_iu_i^2$ and $V=\sum_jv_j^2$. To second order in the errors,
\begin{align}
\mathrm{Tr}(P-P^2)&=2s-U-V,\\
\mathrm{Tr}(P^2-P^3)&=\sum_i(u_i-u_i^2)u_i+\sum_j(v_j-v_j^2)(1-v_j)\nonumber\\
&\simeq U+s-2V .
\end{align}
Subtracting half of the first line from the second and dividing by $2s$ gives, to leading order,
\begin{equation}
c-\frac12\simeq\frac{3}{4}\,\frac{U-V}{s}.
\label{half}
\end{equation}
Since $|U-V|/s$ is at most the largest error, $c$ tends to $1/2$ for any filling, as it does in the table for $N/M=1/6$, and the map turns into McWeeny's.

Suppose $U\ge V$, so that $a=1/c$ to this order. Equation~(\ref{high}) gives $u'\simeq3u^2$. For the large occupations, Eq.~(\ref{hole}) gives
\begin{align}
v'&=v\left[1-\frac{(1-v)(1-c-v)}{c}\right]
\simeq v\left[\frac{2c-1}{c}+\frac{2-c}{c}\,v\right]\nonumber\\
&\simeq 3v\,\frac{U-V}{s}+3v^2 .
\end{align}
If $e$ is the largest error, then $U\le es$, and the new errors are at most $6e^2$ to leading order. The case $U<V$ follows by exchanging electrons and holes. Convergence is therefore quadratic.

For instance, let $u=(4,1,1)\times10^{-4}$ and let three values of $v$ equal $2\times10^{-4}$. Then $(U-V)/s=(18-12)\times10^{-8}/(6\times10^{-4})=10^{-4}$, and Eq.~(\ref{half}) predicts $c-1/2=7.50\times10^{-5}$. Direct evaluation of Eq.~(\ref{c}) gives $7.498\times10^{-5}$. The largest error after the step is $4.80\times10^{-7}$, which is $3u^2$ for the largest $u$.

At convergence Eq.~(\ref{c}) becomes $0/0$, and rounding spoils $c$. The iteration should stop before that; in the ring it was stopped once $D$ fell below $10^{-9}$.

\section{Truncated products}

Sparse calculations discard small matrix elements. Let $Q_2$ and $Q_3$ be the approximate matrices used in place of $P^2$ and $P^3$. The step becomes
\begin{equation}
P'=P+a\left[Q_2-Q_3-c\,(P-Q_2)\right],
\end{equation}
and its trace equals $\mathrm{Tr}\,P$ if
\begin{equation}
c=\frac{\mathrm{Tr}(Q_2-Q_3)}{\mathrm{Tr}(P-Q_2)} .
\end{equation}
The electron number survives truncation provided that $c$ is formed from the same products as $P'$. As an illustration take the ring at step 5, with a deliberately coarse threshold that is applied to diagonal elements as well; the size of the shift found below is specific to this choice. Drop elements of magnitude below $0.01$ from $P^2$ to form $Q_2$, and then from $PQ_2$ to form $Q_3$. With $c$ from the truncated products the trace changes by about $10^{-15}$; with $c$ from the full products it changes by $0.39$ electrons. Almost all of this shift comes from the dropped diagonal elements: if the diagonal is kept it is $0.003$, and with a threshold of $10^{-3}$ its size is $3\times10^{-5}$.

A correct trace does not make the truncated matrix accurate. It need no longer be symmetric (the product $PQ_2$ used above is not) or commute with $H$, its occupations may leave $[0,1]$, and the proofs of falling energy and of convergence no longer apply. The truncation threshold has to be judged by the energy or the density matrix, not by the electron number.
